# Does graphene's optical interaction correction depend on the regulator?

## Question

For an undoped Dirac cone with Coulomb repulsion, I write the optical conductivity as $\sigma=\sigma_0(1+C\alpha)$. A momentum cutoff on the electrons gives me $C=(25-6\pi)/12\approx0.51$. Dimensional regularization gives $(22-6\pi)/12\approx0.26$, and a cutoff on the interaction gives $(19-6\pi)/12\approx0.013$. All the integrals are finite in the end. Is $C$ regulator dependent, so that only a lattice calculation can fix it? If not, what is wrong with two of these numbers?

## Answer

$C$ does not depend on the regulator if two conditions hold: the regulator treats the self-energy and the current vertex consistently (the Ward identity), and the result is expressed through the renormalized velocity. Your electron cutoff violates the first condition. Your dimensional result has not yet met the second. The value that remains is $(19-6\pi)/12$.

### Model and equation of motion

Take $N=4$ cones at zero temperature, with energy $\hbar vk$ and instantaneous repulsion $V(q)=2\pi e^2/(\kappa q)$, where $\kappa$ is the background dielectric constant. Then $\alpha=e^2/(\kappa\hbar v)$. The field is uniform and its frequency lies far below the cutoff. I set $\hbar=v=1$, so $V=2\pi\alpha/q$, and write $\int_{\mathbf k}=\int d^2k/(2\pi)^2$.

Let $\rho_{\mathbf k}=\frac12(1+\mathbf S_{\mathbf k}\cdot\boldsymbol\sigma)$. In its equation of motion the interaction multiplies a two-body average. The correlated part of that average is itself of order $V$, so to first order it may be factorized. This leaves exchange, because the uniform Hartree term is cancelled by the background. The exchange field is $-\frac12\int_{\mathbf k'}V(\mathbf k-\mathbf k')\mathbf S_{\mathbf k'}$.

In the ground state $\mathbf S=-\hat{\mathbf n}$, with $\hat{\mathbf n}=\mathbf k/k$. The cone energy becomes
$$E=k+s(k),\qquad s(k)=\tfrac12\int_{\mathbf k'}V\,c,\qquad c=\cos\theta_{\mathbf k\mathbf k'} .$$

Apply a vector potential along $x$, with the charge absorbed in it, so that $\mathbf k\to\mathbf k+\mathbf A e^{\Omega t}$. This is imaginary frequency. Precession, $\dot{\mathbf S}=2\mathbf h\times\mathbf S$, preserves $|\mathbf S|=1$, so $\delta\mathbf S=a\hat{\boldsymbol\varphi}+b\hat{\mathbf z}$. If the perturbing field has components $p,r$ along $\hat{\boldsymbol\varphi},\hat{\mathbf z}$, linearization gives
$$\Omega a=-2(Eb+r),\qquad \Omega b=2(Ea+p),$$
$$a=-\frac{4Ep+2\Omega r}{4E^2+\Omega^2},\qquad b=\frac{2\Omega p-4Er}{4E^2+\Omega^2}.$$

A static uniform $\mathbf A$ merely shifts $\mathbf k$ and drives no current, so the static response must be subtracted. With charge $-e$ and electric field $-\Omega A/e$,
$$\sigma=\frac{e^2N}{\Omega A}\int_{\mathbf k}[\delta S_x(\Omega)-\delta S_x(0)] .$$

Without interaction, $p=-A\sin\varphi$ and $r=0$. Since $\delta S_x=-a\sin\varphi$, the bracket is $A\Omega^2\sin^2\varphi/[k(4k^2+\Omega^2)]$, and
$$\sigma_0=\frac{e^2N\Omega}{4\pi}\int_0^\infty\frac{dk}{4k^2+\Omega^2}=\frac{Ne^2}{16\hbar}.$$
By dimensional analysis the first-order coefficient is also independent of $\Omega$ once the cutoff is removed. Continuation to real frequency therefore leaves it unchanged. I now set $\Omega=1$ and $D=1+4k^2$, $D'=1+4k'^2$.

### Two equivalent forms of the correction

**Velocity form.** The self-energy replaces $k$ by $k+s$ in $1/(kD)$, with $A$ fixed. After the angular average it contributes
$$\frac s2\frac{d}{dk}\frac1{kD}=-\frac{s(1+12k^2)}{2k^2D^2}.$$
The zeroth-order solution $a_0=4kA\sin\varphi/D$, $b_0=-2A\sin\varphi/D$ produces the exchange fields
$$p=-2\int_{\mathbf k'}V\frac{k'c\,A\sin\varphi'}{D'},\qquad r=\int_{\mathbf k'}V\frac{A\sin\varphi'}{D'} .$$
Insert them in $a$ and average over common rotations, $\sin\varphi\sin\varphi'\to c/2$. The vertex kernel is $(c-4kk'c^2)/(DD')$, and its static limit is $-c^2/(4kk')$. Subtracting that limit and using $DD'-16k^2k'^2=1+4k^2+4k'^2$ gives, with $\alpha=1$ inside $V$ and the factor 16 from $\sigma_0$,
$$C=16\!\int_{\mathbf k}\!\int_{\mathbf k'}\!V\left\{\frac{c+c^2\frac{1+4k^2+4k'^2}{4kk'}}{DD'}-\frac{c(1+12k^2)}{4k^2D^2}\right\}.$$

**Length form.** Remove the static shift before expanding. The shifted state $\mathbf S=-(\mathbf k+\mathbf A)/|\mathbf k+\mathbf A|$ solves the static problem including exchange, because $V$ depends on $\mathbf k-\mathbf k'$ and $\mathbf k'$ covers the whole plane. Its transverse part is $a_{\rm st}=A\sin\varphi/k$. With $a=a_{\rm st}+\tilde a$, the equations become
$$\tilde a+a_{\rm st}=-2(Eb+r),\qquad b=2(E\tilde a+\tilde p),$$
$$\tilde a=-\frac{a_{\rm st}+2r+4E\tilde p}{1+4E^2},$$
where $\tilde p$ comes from $\tilde a$ alone. At zeroth order $\tilde a_0=-A\sin\varphi/(kD)$ and $b_0=-2A\sin\varphi/D$.

Expanding the denominator in $s$ gives $\delta S_x=-8A\sin^2\varphi\,s/D^2$, which averages to $-4As/D^2$. The exchange fields are $r=\int_{\mathbf k'} VA\sin\varphi'/D'$ and $\tilde p=\frac12\int_{\mathbf k'} VcA\sin\varphi'/(k'D')$. Together,
$$C=16\int_{\mathbf k}\int_{\mathbf k'}V\left\{\frac{c+(k/k')c^2}{DD'}-\frac{2c}{D^2}\right\}.$$

The two forms agree when the static identity used above survives regularization. Each contains logarithmic subdivergences, where one momentum is much larger than the other.

### Why a cutoff on the interaction is harmless

Replace $V(q)$ by $V(q)f(q/\Lambda)$ with a smooth decaying $f$ and $f(0)=1$, so that the long-range interaction is unchanged. Exchange at momenta far above $k$ changes the velocity in $\Sigma=s\,\hat{\mathbf n}\cdot\boldsymbol\sigma$ and in the current vertex. The two changes are equal:
$$\partial_{k_x}\Sigma_x=\tfrac12\int_{\mathbf k'}(\partial_{k_x}V)\hat n'_x=\tfrac12\int_{\mathbf k'}V\,\partial_{k'_x}\hat n'_x .$$
The last step is an integration by parts without a surface term, and its right side is the static vertex correction.

If the two velocities were different, the formula for $\sigma_0$ would read
$$\frac{e^2N\Omega}{4\pi}\int_0^\infty dk\,\frac{v_{\rm vertex}^2}{v_\Sigma(4v_\Sigma^2k^2+\Omega^2)}=\frac{Ne^2}{16}\left(\frac{v_{\rm vertex}}{v_\Sigma}\right)^2 .$$
Equal changes cancel. Changing $f$ alters exchange only near $q\sim\Lambda$, so it cannot change $C$ as $\Lambda\to\infty$.

### Evaluating the coefficient

In the length form put $k'=xk$ and $R=\sqrt{1+x^2-2x\cos\theta}$. Define the angular averages $u_0=\langle1/R\rangle$, $u_1=\langle c/R\rangle$, $w=\langle c^2/R\rangle$. The radial integrals follow from partial fractions and integration by parts:
$$\int_0^\infty\!\frac{k^2dk}{DD'}=\frac{\pi}{16x(1+x)},\qquad \int_0^\infty\!\frac{k^2dk}{D^2}=\frac{\pi}{32}.$$
The measure and $V$ supply $(1/2\pi)x\,dx\,k^2dk/R$, so formally
$$2C=\int_0^\infty dx\left\{\frac{u_1+w/x}{1+x}-xu_1\right\}.$$
The vertex term behaves as $1/(2x)$ at small $x$, and the self-energy term as $-1/(2x)$ at large $x$. We must check that the symmetric limits $1/X<x<X$ give the same constant as the soft cutoff.

Define $\Lambda_*$ by $\int_M^\infty Vf\,dk'=2\pi\ln(\Lambda_*/M)$ for $M\ll\Lambda$. In the vertex, $\ln X$ becomes $\ln(\Lambda_*/k')$. In the self-energy, expanding $U=Vf$ at $k'\gg k$ gives
$$\int_M^\infty k'(-U')dk'=MU(M)+\int_M^\infty U\,dk'=2\pi[1+\ln(\Lambda_*/M)],$$
so there $\ln X$ becomes $\ln(\Lambda_*/k)+1$. The remaining momentum is averaged with weight $(32/\pi)k^2/D^2$ in the self-energy and $(4/\pi)/D$ in the vertex. Because $(k/D)'=1/D-8k^2/D^2$,
$$\langle\ln k\rangle_\Sigma-\langle\ln k\rangle_{\rm vertex}=-\frac4\pi\int_0^\infty\!\ln k\,\Big(\frac kD\Big)'dk=\frac4\pi\int_0^\infty\!\frac{dk}{D}=1 .$$
The soft-cutoff value of $2C$ differs from the symmetric one by $\frac12(1-1)=0$.

Now fold $x>1$ onto $x<1$. Each average obeys $u(1/x)=xu(x)$, hence
$$2C=\int_0^1dx\left\{\frac{2u_1+(x+1/x)w}{1+x}-u_1\Big(x+\frac1{x^2}\Big)\right\}.$$

Expanding $1/R=(1-xe^{i\theta})^{-1/2}(1-xe^{-i\theta})^{-1/2}$ and comparing with the series of the complete elliptic integrals of modulus $x$ gives
$$u_0=\frac2\pi K,\qquad u_1=\frac2\pi\frac{K-E}{x}.$$
From here to the end of this section $E$ is the elliptic integral. The average of $\partial_\theta(R\sin\theta)$ vanishes, which gives $(1+x^2)u_1+xu_0-3xw=0$, or $w=\frac13[u_0+(x+1/x)u_1]$. Inserting these and separating partial fractions,
$$\pi C=\int_0^1(PK+QE)\,dx,$$
$$P=-\frac13-\frac4{1+x}+\frac{10}{3x}-\frac1{3x^2}-\frac2{3x^3},$$
$$Q=\frac23+\frac{10}{3(1+x)}-\frac3x+\frac1{3x^2}+\frac2{3x^3}.$$

Use $E'=(E-K)/x$ and $K'=E/[x(1-x^2)]-K/x$. With $G=(1-x^2)K-E$ one finds $G'=-xK$, and
$$2E-K=(xE)',\qquad \frac{E}{1+x}=[E-(1-x)K]',$$
$$\frac{E-K}{x^2}=\Big(\frac Gx\Big)',\qquad \frac{E-K}{x^3}=\Big(\frac G{2x^2}\Big)'-\frac K{2x}.$$
The last remainder combines with the $1/x$ terms into $3(K-E)/x=-3E'$. At $x=0$, $K=E=\pi/2$ and $G\simeq-\pi x^2/4$; at $x=1$, $E=1$ and $G=-1$. The integrals are therefore:

- $\frac13\int(2E-K)=\frac13$.
- $\frac{10}3\int E/(1+x)=\frac{10}3$.
- $\frac13\int(E-K)/x^2=-\frac13$.
- $\frac23[G/(2x^2)]_0^1=-\frac13+\frac\pi{12}$.
- $-3[E]_0^1=\frac{3\pi}2-3$.

One integral remains. Write $K=\frac12\int_0^\pi d\theta/R$ and substitute $x=(1-t)/(1+t)$, $\theta=2\beta$:
$$\int_0^1\!\frac{K\,dx}{1+x}=\frac12\int_0^{\pi/2}\!\!d\beta\int_0^1\!\frac{dt}{\sqrt{\sin^2\beta+t^2\cos^2\beta}}=\frac12\int_0^{\pi/2}\!\frac{{\rm artanh}(\cos\beta)}{\cos\beta}d\beta .$$
Expanding the artanh and integrating termwise gives $\frac12\cdot\frac\pi2\arcsin1=\pi^2/8$. It enters with the factor $-4$. The rational constants cancel, leaving
$$\pi C=-\frac{\pi^2}{2}+\frac{19\pi}{12},\qquad C=\frac{19-6\pi}{12}\approx0.0125 .$$

### What the electron cutoff changes

Restrict both electron momenta to the disk $k,k'<\Lambda$ and keep the bare Coulomb potential. The integration by parts now has a surface term. For $k\ll\Lambda$,
$$\delta v_{\rm vertex}-\delta v_\Sigma=\frac12\,\frac1{(2\pi)^2}\,\frac{2\pi\alpha}{\Lambda}\,\Lambda\int_0^{2\pi}\cos^2\varphi\,d\varphi=\frac\alpha4 .$$
It stays finite as $\Lambda\to\infty$, because the circumference grows as fast as $V$ falls. The velocity form contains $(v_{\rm vertex}/v_\Sigma)^2$, so $C$ rises by $2\times\frac14=\frac12$. This is your $(25-6\pi)/12$.

The same cutoff in the length form gives another number. There one vertex was already eliminated through the static identity, and the remaining ratio is $v_{\rm vertex}/v_\Sigma$. The excess is $\frac14$, giving $(22-6\pi)/12$. Two formulas that should be equivalent now disagree, which exposes the fault without knowledge of the correct answer.

The numerical output shows this directly. Compare the components transverse to $\mathbf k$: $s/k$ for the self-energy and $\frac12\int_{\mathbf k'}Vc^2/k'$ for the static vertex. (The slope $ds/dk$ is smaller than $s/k$ by $\alpha v/4$, because $s/k$ contains $\frac\alpha4\ln(\Lambda/k)$.) At $k=\Omega/v$ and $\Lambda=10^6\,\Omega/v$, the exponential soft cutoff gives $3.781\,\alpha v$ in both places. The hard cutoff gives $3.675\,\alpha v$ in the self-energy and $3.925\,\alpha v$ in the vertex. Double momentum integration gives $C=0.0125$ for an exponential soft cutoff in both forms and for a Lorentzian one in the velocity form, against $0.5125$ and $0.2625$ for the hard cutoff in the velocity and length forms.

### What dimensional regularization leaves unfinished

Let $d=2-2\varepsilon$ and keep $V\propto1/q$. This respects the Ward identity, but $\sigma_0$ now depends on velocity. Two current vertices give $v^2$, the energy denominator $1/v$, and the rescaled momentum integral $v^{1-d}$, so $\sigma_0\propto v^{2-d}=v^{2\varepsilon}$. A velocity shift of order $1/\varepsilon$ then has a finite effect.

First find the bare coefficient. Let $\mathsf P$ project perpendicular to $\hat{\mathbf n}$, and $\mathsf P'$ perpendicular to $\hat{\mathbf n}'$. Averaging over field directions replaces $c^2/2$ by ${\rm tr}(\mathsf P\mathsf P')/d=(d-2+c^2)/d$. The component along $\hat{\mathbf z}$ becomes the antisymmetric product of $\hat{\mathbf n}$ with the projected field, and $c/2$ becomes
$$\frac{c(d-2+c^2)-(c^3-c)}d=\frac{(d-1)c}{d}.$$
The self-energy factor $\frac12$ becomes $(d-1)/d$.

The radial integrals now contain $k^{2d-2}$. Let $J=\int_0^\infty y^{-4\varepsilon}dy/(1+y^2)\to\pi/2$, with $y=2k$. The mixed integral tends to $x^{-1+4\varepsilon}J$ at small $x$, and the self-energy integral is $(1-4\varepsilon)J/2$. With $\langle c^2\rangle=1/d$ and the measure $x^{d-1}dx$, the two logarithmic tails become $x^{-1+2\varepsilon}$ and $x^{-1-2\varepsilon}$. Each integrates to $1/(2\varepsilon)$, and their sum is
$$\frac J{2\varepsilon}\left[\frac{2(d-1)^2}{d^2}-\frac{2(1-4\varepsilon)(d-1)}{d^2}\right]=\frac J{2\varepsilon}\,\frac{2(d-1)}{d^2}\,2\varepsilon\;\to\;\frac\pi4 .$$
The poles cancel but leave a constant. The prefactor of this integral in $C$ is $1/\pi$, so the bare coefficient exceeds the symmetric two-dimensional integral by $\frac14$. It is $(22-6\pi)/12$.

That coefficient multiplies $\alpha$ in an expansion at fixed bare velocity $v_b$. The self-energy subdivergence gives $s/k=\alpha/(8\varepsilon)+\text{finite}$, so the velocity $v_r$ of the actual cone obeys
$$v_b=v_r\left[1-\frac{\alpha}{8\varepsilon}+O(\alpha\varepsilon^0)\right],\qquad v_b^{2\varepsilon}=v_r^{2\varepsilon}\left[1-\frac\alpha4+O(\alpha\varepsilon)\right].$$
The counterterm contributes $-\frac14$ and restores $(19-6\pi)/12$. A finite change in the definition of $v_r$ is multiplied by $2\varepsilon$ and disappears. The cancellation of poles in the total was therefore no reason to omit the velocity counterterm. Extrapolated numerically to $\varepsilon=0$, the bare value is $0.2625$, the counterterm $-0.2500$, and their sum $0.0125$.

### Size of the difference, and limits of the result

Take model parameters $v=0.5$ atomic units and $\kappa=4$. Then $\alpha=1/(4\times0.5)=0.5$ and $\sigma_0=4/16=0.25$ atomic units, or $6.085\times10^{-5}$ S. The consistent result is
$$\sigma=0.25\,(1+0.01254\times0.5)=0.2516\ \text{a.u.}=6.123\times10^{-5}\ \text{S},$$
an increase of $0.63\%$. The bare dimensional coefficient would give $13.1\%$ and the hard cutoff $25.6\%$.

These percentages compare first-order terms; they are not an error estimate for a material. Here $\alpha^2=0.25$, so a second-order coefficient of only $0.025$ would match the first-order correction, and I have not calculated that coefficient. The scale at which $\alpha$ is defined also matters at second order: a change of scale alters $\alpha$ by $O(\alpha^2)$, and hence $C\alpha$ by $O(\alpha^2)$.

The derivation also assumes an unscreened $1/q$ interaction, an undoped cone at zero temperature, and a frequency at which band curvature is negligible. Outside those conditions the conductivity can depend on additional ratios, such as frequency to temperature or to doping energy. That is physical dependence on the state of the system, and differs from the dependence on a cutoff procedure found here.

## Calculated quantities

```
largest kernel error against Green functions: 2.8e-08
sigma0 per flavour: 0.062500 e^2/hbar
cutoff Lambda in units of Omega/v: 1e+06
C, velocity form, exponential soft cutoff: 0.01254
C, length form, exponential soft cutoff: 0.01254
C, velocity form, Lorentzian soft cutoff: 0.01254
C, velocity form, hard electron cutoff: 0.51254
C, length form, hard electron cutoff: 0.26254
closed form (19-6pi)/12: 0.01254
closed form (22-6pi)/12: 0.26254
closed form (25-6pi)/12: 0.51254
velocity shifts below: at k = Omega/v, in units of alpha*v
soft cutoff, self-energy: 3.78115
soft cutoff, vertex: 3.78115
hard cutoff, self-energy: 3.67545
hard cutoff, vertex: 3.92545
hard cutoff, vertex minus self-energy: 0.25000
difference of mean logarithms: 1.000000
integral of K/(1+x): 1.233701
integral of E/(1+x): 1.000000
folded integral 2C: 0.025074
eps = 0.01: bare C = 0.25983, velocity shift/(alpha v) = 13.1082
eps = 0.005: bare C = 0.26114, velocity shift/(alpha v) = 25.5994
eps = 0.0025: bare C = 0.26183, velocity shift/(alpha v) = 50.5951
dimensional limit, bare C: 0.26254
dimensional limit, velocity counterterm: -0.25000
dimensional limit, renormalized C: 0.01254
power of v in sigma0 at d = 1.8: 0.2000
example velocity: 0.5 a.u.; kappa: 4.0; flavours: 4
example alpha: 0.500
example sigma0: 0.250000 a.u. = 6.08534e-05 S
example sigma, consistent: 0.251567 a.u. = 6.12348e-05 S
relative shift, consistent: 0.627 percent
example sigma, bare dimensional: 0.282817 a.u. = 6.88415e-05 S
relative shift, bare dimensional: 13.127 percent
example sigma, hard cutoff: 0.314067 a.u. = 7.64482e-05 S
relative shift, hard cutoff: 25.627 percent
```
